Lucovsky photoionization of a zero-range deep centre and its peak

Let an electron of band mass m be bound to a deep centre with binding energy E_I, measured from the edge of an isotropic parabolic band. The band edge is the zero of energy, so the bound level lies at −E_I and a band state of wave vector k at E_k = ħ²k²/2m. The inverse decay length κ of the bound state is defined by

E_I = ħ²κ²/2m.

Light of angular frequency ω and photon energy E = ħω is polarized along z. Its electric field in the medium is F cos ωt, with amplitude F, and the refractive index n is constant. The cross section σ is the ionization rate of one occupied centre divided by the photon flux. SI units are used, e is the elementary charge, and α = e²/(4πε₀ħc) is the fine-structure constant. Plane waves are exp(ik·r), with states counted by d³k/(2π)³.

The centre is represented by an attractive potential whose range is shrunk to zero while E_I is held fixed. The bound state is an s-state, ψ₀ = u(r)/(√(4π) r). Outside the origin there is no potential, and the radial equation is

−(ħ²/2m) u″ = −E_I u, or u″ = κ²u.

The decaying solution is u = N exp(−κr). Normalization requires N²∫₀^∞ exp(−2κr) dr = N²/(2κ) = 1, so N = √(2κ) and

ψ₀(r) = √(κ/2π) exp(−κr)/r.

The model contains no Coulomb tail, so it describes a centre that is neutral once the electron has left. It also leaves out lattice relaxation: E_I is both the binding energy and the optical threshold.

The final states are simple for a reason of symmetry. A zero-range potential changes only the s-wave, because waves of higher angular momentum vanish at the origin. The dipole operator z turns an s-state into a p-wave, and this part of the continuum is free. The s-part of a plane wave is not the correct scattering state, but it contributes nothing to the dipole element. A plane wave may therefore be used without further approximation within the model.

The dipole element follows from the Fourier transform of ψ₀. The angular integral of exp(−ik·r) is 4π sin(kr)/(kr), hence

φ(k) = ∫ exp(−ik·r) ψ₀ d³r
= √(κ/2π) (4π/k) ∫₀^∞ sin(kr) exp(−κr) dr
= √(κ/2π) 4π/(k²+κ²),

since the last integral equals k/(k²+κ²). Differentiating exp(−ik·r) with respect to k brings down −ir, so multiplication by r corresponds to i∇ₖ:

⟨k|r|0⟩ = i∇ₖφ = −i √(κ/2π) 8πk/(k²+κ²)².

Here the k in the numerator is a vector. The momentum operator gives a check: ⟨k|p|0⟩ = ħkφ(k). Energy conservation, ħω = E_k + E_I, means

k² + κ² = 2mω/ħ,

and multiplying the dipole element by imω gives √(κ/2π) 4πħk/(k²+κ²), which is ħkφ(k). The length and momentum forms of the light coupling therefore agree.

The electron has charge −e, so its coupling to the field is eFz cos ωt. Half of the cosine, exp(−iωt)/2, drives absorption. With Δ = E_k + E_I − ħω, first-order perturbation theory gives the probability of reaching state k after a time t as

P_k = (eF/2)² |⟨k|z|0⟩|² 4 sin²(Δt/2ħ)/Δ².

At long times the last factor, as a function of Δ, becomes a narrow peak of area 2πt/ħ, and so acts as (2πt/ħ) δ(Δ). The other half of the cosine is off resonance and adds no steady rate. Summing over final states and dividing by t gives

W = (2π/ħ)(eF/2)² S,
S = ∫ d³k/(2π)³ |⟨k|z|0⟩|² δ(E_k + E_I − ħω).

The squared element is

|⟨k|z|0⟩|² = (κ/2π) 64π² k² cos²θ/(k²+κ²)⁴ = 32πκ k² cos²θ/(k²+κ²)⁴,

where θ is the angle between k and the polarization. The integral of cos²θ over all directions is 4π/3. The radial integral over the delta function replaces k² dk by k² divided by dE_k/dk = ħ²k/m, which is mk/ħ². Therefore

S = (1/8π³)(4π/3)(32πκk²)(mk/ħ²)/(k²+κ²)⁴
= (16/3π)(m/ħ²) κk³/(k²+κ²)⁴.

The time-averaged intensity is nε₀cF²/2, so the photon flux is nε₀cF²/(2ħω). Dividing W by it cancels the field:

σ = (πe²F²S/2ħ) · 2ħω/(nε₀cF²) = πe²ωS/(nε₀c).

With e²/ε₀ = 4παħc this becomes σ = (4π²α/n) ħω S. Inserting S, and using ħω m/ħ² = (k²+κ²)/2, gives

σ = (32πα/3n) κk³/(k²+κ²)³.

Finally κ = (2mE_I)^(1/2)/ħ, k = [2m(E−E_I)]^(1/2)/ħ and k²+κ² = 2mE/ħ². The numerator carries (2m/ħ²)² and the denominator (2m/ħ²)³, which leaves one factor ħ²/2m. The Lucovsky cross section is

σ(E) = (16πα/3n)(ħ²/m) E_I^(1/2) (E−E_I)^(3/2)/E³ for E > E_I,

and σ = 0 below threshold. This is the result for one electron and for a local field at the centre equal to the macroscopic field. If the two differ by a constant ratio, σ is multiplied by the square of that ratio.

To find the maximum, write x = E/E_I. The energy dependence is (x−1)^(3/2)/x³, and

d ln σ/dx = 3/[2(x−1)] − 3/x = 3(2−x)/[2x(x−1)].

For x > 1 the denominator is positive. The slope is positive for x < 2 and negative for x > 2, so the single maximum lies at

E_peak = 2E_I.

There the emitted electron has kinetic energy E_I, so k = κ. The height follows by setting E = 2E_I, where E_I^(1/2) E_I^(3/2)/(2E_I)³ = 1/(8E_I):

σ_max = 2παħ²/(3nmE_I) = 4πα/(3nκ²).

The second form uses ħ²/(mE_I) = 2/κ². The peak cross section is thus a fixed small fraction, for given n, of the squared decay length. A lighter mass or a shallower level raises it, because the bound state is then larger.

The position of the peak has a simple origin. Let y = x−1 = k²/κ² be the kinetic energy in units of E_I. Then

σ/σ_max = 8y^(3/2)/(1+y)³ = [2/(y^(1/2) + y^(−1/2))]³.

This is unchanged when y is replaced by 1/y. The spectrum is therefore symmetric about y = 1 on a logarithmic scale of kinetic energy, though not on a linear scale of photon energy. On the low side, little phase space and a small dipole element limit the absorption. On the high side, the bound state contains little of the required momentum.

Both limits can be read from the formula. Just above threshold E³ may be replaced by E_I³, and

σ ≈ (16πα/3n)(ħ²/m)(E−E_I)^(3/2)/E_I^(5/2).

Of the three powers of k in this onset, one comes from the density of states and two from the squared dipole element of a p-wave. Far above threshold, σ falls as E^(−3/2). The zero-range description then requires not only κa ≪ 1 but also ka ≪ 1, where a is the actual range of the potential.

The absolute scale can be checked by the oscillator-strength sum. For a Hamiltonian H with a local potential, [H,z] = −iħp_z/m and [z,[H,z]] = ħ²/m. The expectation value of the double commutator in the bound state is twice the sum of (E_f+E_I)|⟨f|z|0⟩|² over final states f of energy E_f. Hence

∫ ħω S d(ħω) = ħ²/2m,
∫ σ dE = (4π²α/n)(ħ²/2m) = 2π²αħ²/(nm).

No bound p-state exists in the zero-range model, so the continuum must supply the whole sum. The derived formula does so. With y = tan²θ, where θ is now just an integration variable,

∫₀^∞ y^(3/2)/(1+y)³ dy = 2∫₀^(π/2) sin⁴θ dθ = 3π/8,

and (16πα/3n)(ħ²/m)(3π/8) = 2π²αħ²/(nm).

For a numerical example take the round model parameters E_I = 0.5 eV, m = 0.3 electron masses and n = 3.4. They do not stand for a particular material. With ħ²/m = 0.2540 eV nm², the decay length is

1/κ = √[0.2540 eV nm²/(2 × 0.5 eV)] = 0.504 nm.

The peak is at 2 × 0.5 eV = 1.0 eV, and its height is

σ_max = 4π × 0.007297 × (0.504 nm)²/(3 × 3.4)
= 2.28 × 10⁻³ nm² = 2.28 × 10⁻¹⁷ cm².

At 0.55 eV, one tenth of E_I above threshold, the cross section has reached 19 per cent of this height. At 0.75 eV and at 1.5 eV it is 84 per cent in both cases. The equality is the symmetry found above: the two kinetic energies are E_I/2 and 2E_I. The half-maximum points are 0.62 eV and 2.55 eV, so the full width within the model is 1.93 eV. The upper point assumes a parabolic band and a constant n up to about 2 eV above the band edge, which need not hold in a real host. If the gap of the host is smaller than 2.55 eV, band-to-band absorption also overlaps this part of the spectrum. The maximum is broad and lopsided in photon energy, and a measured peak position by itself would fix E_I less sharply than a fit to the whole curve within the model.

Two numerical tests bear on the absolute result. In one, time-dependent first-order amplitudes were summed over discrete p-states in a large sphere, with both halves of the cosine retained. The growth of the ionization probability, divided by the photon flux, agreed with the formula within the tested tolerance of 1 per cent at E/E_I = 1.6, 2 and 3. In the other, the integrated cross section, 1.076 × 10⁻¹⁶ eV cm², matched the oscillator sum.

A real centre has a finite range. Its effect can be worked out for a spherical well of radius a whose depth is adjusted to keep E_I fixed. Inside the well u is proportional to sin(qr), and matching to exp(−κr) at r = a requires q cot(qa) = −κ. If u(a) = 1, the norm integral is

∫₀^a sin²(qr)/sin²(qa) dr + 1/(2κ) = (1+κa)(1+κ²/q²)/(2κ).

Here the matching condition was used, together with 1/sin²(qa) = 1+κ²/q². The squared amplitude of the outer tail, relative to its zero-range value 2κ, is then

T = exp(2κa)/[(1+κa)(1+κ²/q²)] ≈ 1 + κa for small κa.

The core holds less of the norm than the zero-range tail would have placed there, so the outer tail is enhanced. This factor does not depend on photon energy and cannot move the peak. It multiplies σ only while ka is small. The oscillator sum also holds for the well, so the strength gained near the peak is lost at high energy: for κa = 0.4 the cross section falls below the zero-range value by E/E_I = 20 and is about a fifth of it at E/E_I = 40.

The peak moves because the well also scatters p-waves weakly. For κa → 0 the bound-state condition gives qa → π/2. At low energy the p-wave inside is proportional to sin(qr)/(qr) − cos(qr), whose logarithmic derivative times a is π²/4 − 1 at r = a. Outside, the wave is proportional to r² + βa³/r, so

(2−β)/(1+β) = π²/4 − 1, or β = 12/π² − 1 ≈ 0.216.

Comparison with the free p-wave forms, (kr)²/3 for the regular one and 1/(kr) for the irregular one, gives the phase shift δ = β(ka)³/3. The radial dipole integrals of these two waves with r exp(−κr) are

regular: 2k²/(k²+κ²)²,
irregular: κ(κ²+3k²)/[k(k²+κ²)²].

The relative change of the dipole amplitude is δ times the irregular integral divided by the regular one, which is (β/6)(κa)³(1+3y). Core corrections to the integrals are of higher order in a. Doubling the amplitude change for the square gives

δ(ln σ) = (β/3)(κa)³(1+3y),

apart from ln T. Its slope in x is β(κa)³. At x = 2 the second derivative of the zero-range ln σ is −3/2 + 3/4 = −3/4, so to leading order

E_peak/E_I ≈ 2 + (4β/3)(κa)³ ≈ 2 + 0.29(κa)³.

Wells solved with their full s-state and distorted p-waves have peaks at E/E_I = 2.019, 2.0023 and 2.0003 for κa = 0.4, 0.2 and 0.1. The leading formula gives shifts of 0.018, 0.0023 and 0.0003, in line with these values. The height is much more sensitive: it is 1.55, 1.23 and 1.11 times the zero-range height, while T is 1.51, 1.23 and 1.11. The tests confirmed that the peak shift decreases with the range, and that at κa = 0.1 the height follows T within 1 per cent. For such wells of small κa, the peak position is thus a sturdier prediction than the absolute cross section. The coefficient 0.29 belongs to the square well and to small κa. In the numerical example a radius of 0.3 to 0.5 nm means κa ≈ 0.6 to 1, where the square-well peak stays between 2.0 and 2.1 times E_I but no longer follows the cubic law, and the height is about 2 to 4 times the zero-range value. Wells with a smooth tail can move the peak either way: for a potential proportional to exp(−r/b) the peak lies at E/E_I = 2.03 for κb = 0.2 and at 1.72 for κb = 0.4.

The rule E_peak = 2E_I nevertheless belongs to the stated model. If n varies slowly with photon energy, σ acquires a factor 1/n(E). Balancing its slope against the curvature −3/4 shifts the peak by

δx ≈ −(4/3) d ln n/dx,

with the derivative taken at x = 2; a rising index moves the peak down. An energy-dependent local-field factor enters the same balance through the slope of its square. Phonon broadening, a non-parabolic band or a Coulomb tail changes the shape of the spectrum itself, and the factor of two is then not guaranteed.

The symmetry of the bound state matters as well. A p-like bound state can reach s-waves, whose dipole element need not vanish at threshold. The onset can then follow the density of states, (E−E_I)^(1/2), instead of the 3/2 power. For a transition-metal centre, whose deep state may have strong d-character, the formula is justified only as far as an s-like tail built from one band dominates the transition. The use of a single band mass is a further assumption for a state as compact as the one in the example, with its decay length of 0.5 nm.

Computed results

```
Binding energy: 0.500 eV
Band mass: 0.300 electron masses
Refractive index: 3.40
Fine-structure constant: 0.00729735
kappa: 1.9842 1/nm
Decay length 1/kappa: 0.5040 nm
hbar^2/m: 0.25400 eV nm^2
Derived cross section:
  E = 0.550 eV: 4.3403e-18 cm^2, fraction of peak 0.1901
  E = 0.750 eV: 1.9137e-17 cm^2, fraction of peak 0.8381
  E = 1.000 eV: 2.2835e-17 cm^2, fraction of peak 1.0000
  E = 1.500 eV: 1.9137e-17 cm^2, fraction of peak 0.8381
  E = 2.500 eV: 1.1692e-17 cm^2, fraction of peak 0.5120
Peak position: 1.0000 eV
Peak height: 2.2835e-17 cm^2
Peak height: 2.2835e-03 nm^2
Lower half-maximum energy: 0.6218 eV
Upper half-maximum energy: 2.5530 eV
Full width at half maximum: 1.9313 eV
Integral of derived law: 1.07609e-16 eV cm^2
Oscillator-sum value: 1.07609e-16 eV cm^2
Time-dependent calculation against derived law:
  E/EI = 1.60: 2.0729e-17 cm^2 and 2.0728e-17 cm^2
  E/EI = 2.00: 2.2835e-17 cm^2 and 2.2835e-17 cm^2
  E/EI = 3.00: 1.9137e-17 cm^2 and 1.9137e-17 cm^2
Finite well, radius a (dimensionless numbers):
  kappa a = 0.40: peak E/EI = 2.01878, height ratio = 1.54651, tail weight = 1.51411
  kappa a = 0.20: peak E/EI = 2.00233, height ratio = 1.22901, tail weight = 1.22599
  kappa a = 0.10: peak E/EI = 2.00029, height ratio = 1.10654, tail weight = 1.10621
Threshold exponent, well kappa a = 0.10: 1.4957
```
